# How T1 and D1 respond to noninteracting fragments

The occupied orbitals of a closed-shell determinant may be rotated among themselves without changing the determinant, and so may the virtual orbitals. A diagnostic that describes the wavefunction, and not the choice of orbitals, must be unaffected by both rotations. This symmetry fixes the form that a diagnostic built from the coupled-cluster singles amplitudes can take: it must be a function of the singular values of the amplitude matrix. The amplitudes are dimensionless, so no further scale enters. T1 and D1 both have this form. T1 is proportional to a root mean square of the singular values, while D1 is their maximum, and a mean and a maximum respond differently when zeros are added to a list.

To make the argument precise, take real orthonormal spatial orbitals, with $i,j$ labelling the $o$ correlated occupied orbitals and $a,b$ the virtual ones. Frozen core orbitals are left out and are not mixed with the others. In closed-shell coupled cluster with singles and doubles (CCSD), the wavefunction is $e^{T}|\Phi\rangle$ with $T=T_1+T_2$, where $\Phi$ is the restricted Hartree–Fock (RHF) determinant and

$$
T_1=\sum_{ia}t_{ia}\sum_{s=\uparrow,\downarrow}a^\dagger_{as}a_{is}.
$$

The operator $T_1$ is not to be confused with the diagnostic, written here as $\mathcal T$; the D1 diagnostic is written $\mathcal D$. Let new orbitals be defined by orthogonal matrices $U$ and $V$,

$$
\phi'_i=\sum_j\phi_jU_{ji},\qquad \phi'_a=\sum_b\phi_bV_{ba}.
$$

The determinant changes at most by the factor $(\det U)^2=1$, because each spatial orbital is doubly occupied. The single excitations are mapped among themselves, and so are the double excitations. The CCSD conditions are therefore only recombined, and the operator $T_1$ that solves them stays the same. Written in the new orbitals it is

$$
\sum_{ia}t'_{ia}\sum_s a'^\dagger_{as}a'_{is}
=\sum_{jb}\Big(\sum_{ia}U_{ji}t'_{ia}V_{ba}\Big)\sum_s a^\dagger_{bs}a_{js}.
$$

Comparison of coefficients gives $t=Ut'V^{T}$, or

$$
t'=U^{T}tV .
$$

Every real matrix has a singular value decomposition $t=P\Sigma Q^{T}$, with $P$ and $Q$ orthogonal and $\Sigma$ zero except for non-negative numbers $\sigma_k$ on its diagonal. The choice $U=P$, $V=Q$ turns $t$ into $\Sigma$. An invariant function of $t$ thus has the same value at $t$ and at $\Sigma$, so it depends on the $\sigma_k$ alone.

It is convenient to count $o$ singular values, defining $\sigma_k^2$ as the $o$ eigenvalues of $tt^{T}$; some of them are zero if there are fewer virtual than occupied orbitals. With $N=2o$ correlated electrons, the two diagnostics are

$$
\mathcal T=\sqrt{\frac{1}{N}\sum_{ia}t_{ia}^2}
=\sqrt{\frac{1}{2o}\sum_{k=1}^{o}\sigma_k^2},
\qquad
\mathcal D=\max_k\sigma_k .
$$

The second form of $\mathcal T$ follows from $\sum_{ia}t_{ia}^2=\mathrm{tr}(tt^{T})=\sum_k\sigma_k^2$. The convention combines the norm of the spatial-orbital amplitudes with the number of electrons, so $\mathcal T^2$ is half the mean of $\sigma_k^2$.

The singular values have a direct physical meaning. The commutator of $T_1$ with the creation operator of an occupied orbital is $[T_1,a^\dagger_{is}]=\sum_a t_{ia}a^\dagger_{as}$. A second commutator with $T_1$ vanishes, because $T_1$ contains no annihilation operator for a virtual orbital. Hence

$$
e^{T_1}a^\dagger_{is}e^{-T_1}=a^\dagger_{is}+\sum_a t_{ia}a^\dagger_{as}.
$$

The factor $e^{T_1}$ replaces each occupied orbital by itself plus an admixture of virtual orbitals. In the orbitals that make $t$ diagonal, occupied orbital $k$ acquires one virtual partner with coefficient $\sigma_k$. D1 is the largest such admixture, and T1 measures a typical one, averaged over all correlated electrons.

Now let the system consist of two closed-shell fragments A and B that do not interact. The Hamiltonian is $H=H_A+H_B$, where $H_A$ contains only operators for orbitals on A, and $H_B$ only operators for orbitals on B. Each term conserves the number of electrons on its fragment. The reference $\Phi$ is taken to be the product of the two fragment RHF determinants. Let $T_A$ and $T_B$ be the cluster operators that solve the CCSD equations of the separate fragments. The claim is that $T=T_A+T_B$ solves those of the combined system, which read

$$
\langle\mu|e^{-T}He^{T}|\Phi\rangle=0
$$

for every singly or doubly excited determinant $\mu$.

Each term of $T_A$, $T_B$, $H_A$ and $H_B$ has an even number of creation and annihilation operators. Operators on different fragments anticommute one by one, so moving one even product past another costs an even number of sign changes. Therefore $T_B$ commutes with both $T_A$ and $H_A$, and

$$
e^{-T}H_Ae^{T}=e^{-T_A}e^{-T_B}H_Ae^{T_B}e^{T_A}
=e^{-T_A}H_Ae^{T_A}\equiv\bar H_A .
$$

The same holds with A and B exchanged, so that $e^{-T}He^{T}=\bar H_A+\bar H_B$.

Two kinds of excitation have to be considered. If all orbital indices of $\mu$ lie on A, then $\langle\mu|\bar H_A|\Phi\rangle=0$ is the CCSD equation of the separate fragment A. The other term, $\langle\mu|\bar H_B|\Phi\rangle$, vanishes because $\bar H_B$ leaves A in its reference determinant, to which the A part of $\mu$ is orthogonal. Excitations confined to B are treated in the same way.

If $\mu$ has indices on both fragments, it differs from $\Phi$ on both. This class includes the transfer of one or two electrons between the fragments as well as simultaneous excitations of A and B. But $\bar H_A|\Phi\rangle$ still has B in its reference determinant, and $\bar H_B|\Phi\rangle$ still has A in its own. Neither overlaps with $\mu$, and the equation is satisfied. The correlation energies add for the same reason: the energy is $\langle\Phi|\bar H_A+\bar H_B|\Phi\rangle$.

The CCSD equations are nonlinear and can have several solutions. The argument establishes that the separable solution exists, and this is the solution meant below. In orbitals localized on the fragments its singles matrix is

$$
t=\begin{pmatrix}t_A&0\\0&t_B\end{pmatrix},
\qquad
tt^{T}=\begin{pmatrix}t_At_A^{T}&0\\0&t_Bt_B^{T}\end{pmatrix}.
$$

The eigenvalues of a block-diagonal matrix are those of its blocks taken together. The singular values of the combined system are thus the union of the two fragment lists, repeated values being kept. By the rotational invariance, this remains true when the orbitals used in the calculation are spread over both fragments.

The sum of squares over the union is the sum of the two fragment sums, which are $N_A\mathcal T_A^2$ and $N_B\mathcal T_B^2$ by the definition of T1. Division by the total number of correlated electrons gives

$$
\mathcal T_{AB}^2=\frac{N_A\mathcal T_A^2+N_B\mathcal T_B^2}{N_A+N_B}.
$$

The maximum over the union is the larger of the two maxima:

$$
\mathcal D_{AB}=\max(\mathcal D_A,\mathcal D_B).
$$

An inert spectator is a fragment with $t_B=0$. For such a fragment the two results become

$$
\mathcal T_{AB}=\mathcal T_A\sqrt{\frac{N_A}{N_A+N_B}},
\qquad
\mathcal D_{AB}=\mathcal D_A .
$$

T1 falls although nothing has happened to A, and for $N_B\gg N_A$ it tends to zero as $N_B^{-1/2}$. D1 keeps its value.

Dilution does not require the spectator to be perfectly inert. Subtracting $\mathcal T_A^2$ from the general formula gives

$$
\mathcal T_{AB}^2-\mathcal T_A^2
=\frac{N_B}{N_A+N_B}\left(\mathcal T_B^2-\mathcal T_A^2\right),
$$

so any fragment with a smaller T1 than A lowers the result. The constancy of D1 also has a condition: $\mathcal D_B\le\mathcal D_A$. If the added fragment has the larger D1, the combined value rises to it. What D1 preserves is the value of the worst fragment. For identical copies, $\mathcal T_B=\mathcal T_A$ and $\mathcal D_B=\mathcal D_A$, and neither diagnostic changes. It is therefore unlike fragments that separate the two measures, and not size alone.

The two diagnostics bound each other. Each of the $o=N/2$ terms in $\sum_k\sigma_k^2$ is at most $\mathcal D^2$, so $N\mathcal T^2\le N\mathcal D^2/2$. The largest term is also no greater than the whole sum, so $\mathcal D^2\le N\mathcal T^2$. Together,

$$
\sqrt2\,\mathcal T\le\mathcal D\le\sqrt N\,\mathcal T .
$$

The lower limit is reached when all $o$ singular values are equal, and the upper one when at most one of them is nonzero. The upper limit grows with $N$, so a fixed small value of T1 leaves room for a larger D1 as the system grows.

Ozone with distant hydrogen molecules gives a concrete case. The calculations are RHF followed by CCSD, with the oxygen 1s orbitals frozen. Ozone is described in the 6-31G basis, with bond lengths of 1.28 Å and an angle of 117°. These are rounded values and not an optimized geometry, and the basis is small, so the numbers illustrate the scaling and are not a final assessment of ozone. There are 18 correlated electrons, and $t$ has 9 rows and 15 columns. The solution of the CCSD equations has $\sum_{ia}t_{ia}^2=0.017790$, hence

$$
\mathcal T=\sqrt{\frac{0.017790}{18}}=0.0314 .
$$

A numerical singular value decomposition gives 0.0879, 0.0757 and 0.0540 as the three largest singular values. The first is D1. It lies between the bounds $\sqrt2\times0.0314=0.044$ and $\sqrt{18}\times0.0314=0.133$. The squares of these three values add up to 0.0164, which is 92% of the total, so, in the orbitals that make $t$ diagonal, the admixture is concentrated in three of the nine occupied orbitals. These values depend on the basis: with polarization functions (6-31G*) at the same geometry, $\mathcal T=0.0285$, $\mathcal D=0.0806$, and the three largest singular values carry 91% of the total.

The spectators are H₂ molecules with a bond length of 0.74 Å in the minimal STO-3G basis. Each has one occupied orbital, even under inversion through the bond midpoint, and one virtual orbital, which is odd. The single excitation between them is odd overall. The Hamiltonian and the reference are even, so the equation for the single amplitude is satisfied by $t=0$. The double excitation is even and remains allowed, and it gives each molecule a correlation energy of $-0.0205$ hartree. Such a molecule is inert in the sense needed here, which is the absence of singles and not the absence of correlation. This exact inertness belongs to the minimal basis. A larger basis also has virtual orbitals that are even, and H₂ then has small singles ($\mathcal T=0.0040$ in 6-31G, 0.0051 in cc-pVDZ), so that the general formula applies in place of the one for inert spectators.

The H₂ molecules are placed at intervals of 200 Å along the normal to the ozone plane, and CCSD is solved anew for each complete system. Two of them raise the number of correlated electrons to 22, and ten raise it to 38. The dilution formula predicts

$$
0.03144\sqrt{\frac{18}{22}}=0.0284,
\qquad
0.03144\sqrt{\frac{18}{38}}=0.0216 .
$$

The CCSD solutions for the complete systems give the same two values of T1, and D1 is 0.0879 in both. The ratio $\mathcal D/\mathcal T$ has grown from 2.8 for ozone alone to 4.1 with ten spectators.

Suppose that a calculation is to be flagged when T1 exceeds a chosen threshold $\tau$. For inert spectators the condition $\mathcal T_{AB}=\tau$ gives $N_A\mathcal T_A^2=\tau^2(N_A+N_B)$, or

$$
N_B=N_A\left(\frac{\mathcal T_A^2}{\tau^2}-1\right),\qquad \mathcal T_A>\tau .
$$

With $\tau=0.02$ and $N_A\mathcal T_A^2=0.017790$, the total number of electrons at the threshold is $0.017790/0.0004=44.5$, of which 26.5 belong to spectators. Thirteen H₂ molecules supply 26 electrons and are not enough; fourteen supply 28 and bring T1 down to $\sqrt{0.017790/46}=0.0197$. The warning would disappear while the ozone molecule remained as it was. The count depends on the basis: with ozone in 6-31G* the formula gives ten inert H₂ molecules, and with ozone in 6-31G but H₂ in cc-pVDZ the general formula gives fifteen.

Water is a spectator with small but nonzero singles. In the 6-31G basis, with bond lengths of 0.96 Å and an angle of 104°, it has 8 correlated electrons, $\sum_{ia}t_{ia}^2=0.000364$ and $\mathcal D=0.01285$ (in 6-31G*, $\mathcal D$ is 0.0101). For ozone and water 200 Å apart, the general formula gives

$$
\mathcal T_{AB}=\sqrt{\frac{0.017790+0.000364}{18+8}}=0.0264 ,
$$

in agreement with the CCSD solution for the pair. The pair has $\mathcal D=0.0879$, the ozone value. Seen from ozone, D1 is unchanged; seen from water, it has risen almost sevenfold. The correlation energies, $-0.439564$ hartree for ozone and $-0.134717$ hartree for water, add up to the $-0.574281$ hartree found for the pair.

The largest single amplitude might look like a simpler substitute for D1, but it lacks the required invariance. Consider two identical, distant fragments, and replace each pair of equivalent occupied orbitals by $(\phi_{iA}\pm\phi_{iB})/\sqrt2$ while the virtual orbitals stay local. From $t'=U^{T}tV$ with $V=1$, the amplitudes into the virtual orbitals of A are $t_{ia}/\sqrt2$ for both combinations, and those into the orbitals of B are $\pm t_{ia}/\sqrt2$. Every amplitude is smaller by $\sqrt2$, and there are twice as many. For two water molecules 200 Å apart, CCSD in such orbitals gives a largest amplitude of 0.0076, compared with 0.0108 for one molecule in its canonical orbitals, while T1 and D1 keep their one-molecule values.

The results for fragments rest on $H=H_A+H_B$. When the fragments interact, the Hartree–Fock orbitals and the amplitudes of each respond to the other, amplitudes connecting the fragments appear, and the block structure is lost. With the water oxygen 3.0 Å above the central atom of ozone, the molecular planes parallel and the bisectors of the two angles pointing the same way, D1 becomes 0.0895. This is 0.0015, or 1.7%, above the value for isolated ozone (with both molecules in 6-31G* the rise is about 0.0013). The basis functions of the neighbour, which ozone can now use, do not explain the rise: with the water basis functions in the same place but without the water nuclei and electrons, D1 of ozone is 0.0878, slightly below the isolated value. In this arrangement D1 is nearly constant, but the theorem no longer guarantees it.

Constancy under the addition of spectators does not make D1 a complete measure of multireference character. Minimal-basis H₂ shows why. The inversion argument holds at any bond length, so there is a CCSD solution with $\mathcal T=\mathcal D=0$ however far the bond is stretched. At large separation the orbitals are $g=(l+r)/\sqrt2$ and $u=(l-r)/\sqrt2$, where $l$ and $r$ are the atomic orbitals on the left and the right. The spatial function with one electron on each atom is then

$$
l(1)r(2)+r(1)l(2)=g(1)g(2)-u(1)u(2),
$$

as multiplying out the right-hand side confirms. Two closed-shell determinants enter with equal weight, which is strong multireference character, and both diagnostics are zero. They measure the orbital admixture carried by the singles. D1 protects the largest such admixture from dilution, but it cannot reveal correlation that resides in the doubles alone. The exact zero is a property of the minimal basis and not of stretched H₂ as such. In a larger basis there are even virtual orbitals, inversion no longer forbids the singles, and they grow as the bond is stretched: at 4.0 Å, $\mathcal T=0.060$ and $\mathcal D=0.085$ in 6-31G, and $\mathcal T=0.087$ and $\mathcal D=0.122$ in cc-pVDZ. The example shows that strong multireference character can go with vanishing singles, not that the diagnostics miss this particular bond in a realistic basis.

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
